# The bound-electron propagator in the Furry picture, part 1

(Sections cited here and not found follow in the second part.)

### Form of the answer

A static external potential destroys spatial translation invariance and leaves time translation intact. A two-point function of the electron field in a stationary state therefore depends on $\mathbf x$ and $\mathbf x'$ separately, but on the times only through $t-t'$. The field Hamiltonian is bilinear in the field. Written in terms of operators $c_n$ for the eigenmodes $\varphi_n$ of the one-particle Dirac Hamiltonian it is $\sum_n\varepsilon_n c_n^\dagger c_n$, as (6) will show, and it is unchanged by $c_n\to e^{i\theta_n}c_n$ with an independent phase for each mode. A state in which each mode is either filled or empty is invariant under these phases up to an overall factor, so $\langle c_n c_k^\dagger\rangle$ vanishes in it for $n\neq k$. Each mode evolves as $e^{-i\varepsilon_n t}$. A time-ordered function can then only have the form

$$G(\mathbf x,\mathbf x';t)=\sum_n \varphi_n(\mathbf x)\varphi_n^\dagger(\mathbf x')\,e^{-i\varepsilon_n t}\,\big[A_n\theta(t)+B_n\theta(-t)\big].\tag{1}$$

With $\hbar=c=1$ the field has mass dimension $3/2$, and $\varphi_n\varphi_n^\dagger$ already carries the dimension 3 of $G$, so $A_n$ and $B_n$ are pure numbers. The Fourier transform in $t$ costs one power of energy, and the transform of a step times $e^{-i\varepsilon_n t}$ is a simple pole at $E=\varepsilon_n$. The dynamics must supply the numbers $A_n$, $B_n$, or equivalently the side on which the energy integral passes each pole.

### Quantization

Units are $\hbar=c=m=1$, the metric is $(+,-,-,-)$, $\bar\psi=\psi^\dagger\gamma^0$, $\beta=\gamma^0$, $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$ and $(\gamma^0)^2=1$. The potential energy is $V(\mathbf x)=eA^0(\mathbf x)$ with $e<0$. In the Furry picture $V$ is kept to all orders in the unperturbed problem and only the quantized radiation field is a perturbation. The unperturbed Lagrangian density is

$$\mathcal L=\bar\psi\,(i\gamma^\mu\partial_\mu-1-\gamma^0V)\,\psi=\psi^\dagger(i\partial_t-h)\psi,\qquad h=\boldsymbol\alpha\cdot\mathbf p+\beta+V,\tag{2}$$

where $\mathbf p=-i\nabla$ and the second form follows by multiplying out $\gamma^0$ from $\bar\psi$: $\gamma^0 i\boldsymbol\gamma\cdot\nabla=-\boldsymbol\alpha\cdot\mathbf p$. We assume that $h$ is self-adjoint, so that its eigenfunctions satisfy

$$h\varphi_n=\varepsilon_n\varphi_n,\qquad \int\! d^3x\,\varphi_n^\dagger\varphi_k=\delta_{nk},\qquad \sum_n\varphi_n(\mathbf x)\varphi_n^\dagger(\mathbf x')=\delta^3(\mathbf x-\mathbf x').\tag{3}$$

The system is taken in a large box, so that the continua are dense sets of discrete levels, and sums over $n$ are understood after smearing with smooth functions of $\mathbf x$ and $\mathbf x'$.

The momentum conjugate to $\psi$ is $i\psi^\dagger$, and the Legendre transform gives $H=\int d^3x\,\psi^\dagger h\psi$. The quantization postulate is

$$\{\psi_a(\mathbf x),\psi_b^\dagger(\mathbf x')\}=\delta_{ab}\,\delta^3(\mathbf x-\mathbf x'),\qquad \{\psi_a,\psi_b\}=0\tag{4}$$

at equal times. The identity $[A,BC]=\{A,B\}C-B\{A,C\}$ with $A=\psi$, $B=\psi^\dagger$, $C=h\psi$ turns the Heisenberg equation $i\partial_t\psi=[\psi,H]$ into $i\partial_t\psi=h\psi$, since the first anticommutator is the delta function and the second is zero. Define $c_n=\int d^3x\,\varphi_n^\dagger\psi(\mathbf x,0)$. Completeness gives $\psi(\mathbf x,0)=\sum_n c_n\varphi_n$, and the equation of motion then gives

$$\psi(\mathbf x,t)=\sum_n c_n\,\varphi_n(\mathbf x)\,e^{-i\varepsilon_n t}.\tag{5}$$

Inserting (4) in the definition of $c_n$ and using orthonormality yields $\{c_n,c_k^\dagger\}=\int d^3x\,\varphi_n^\dagger\varphi_k=\delta_{nk}$ and $\{c_n,c_k\}=0$. Inserting (5) in $H$ and in $N=\int d^3x\,\psi^\dagger\psi$ yields

$$H=\sum_n\varepsilon_n c_n^\dagger c_n,\qquad N=\sum_n c_n^\dagger c_n .\tag{6}$$

The algebra does not yet select a vacuum. Choose a real number $\mu$ inside a gap of the spectrum, write $\sum_+$ and $\sum_-$ for sums over $\varepsilon_n>\mu$ and $\varepsilon_n<\mu$, and rename $c_n=a_n$ above $\mu$ and $c_n=b_n^\dagger$ below it:

$$\psi(\mathbf x,t)=\sum\nolimits_+ a_n\varphi_n e^{-i\varepsilon_n t}+\sum\nolimits_- b_n^\dagger\varphi_n e^{-i\varepsilon_n t},\qquad a_n|0\rangle=b_n|0\rangle=0 .\tag{7}$$

The anticommutator is symmetric in its arguments, so $\{b_n,b_k^\dagger\}=\delta_{nk}$ as well, and all mixed anticommutators of $a$ and $b$ vanish. The condition $b_n|0\rangle=c_n^\dagger|0\rangle=0$ says that every level below $\mu$ is filled. With $b_nb_n^\dagger=1-b_n^\dagger b_n$,

$$H=\sum\nolimits_+\varepsilon_n a_n^\dagger a_n-\sum\nolimits_-\varepsilon_n b_n^\dagger b_n+E_0,\qquad E_0=\sum\nolimits_-\varepsilon_n ,\tag{8}$$

$$H-\mu N=\sum\nolimits_+|\varepsilon_n-\mu|\,a_n^\dagger a_n+\sum\nolimits_-|\varepsilon_n-\mu|\,b_n^\dagger b_n+\text{const}.\tag{9}$$

Every coefficient in (9) is positive, so $|0\rangle$ is the unique ground state of $H-\mu N$. For $\mu=0$ it is the ground state of $H$. For other $\mu$ it is the lowest state among those with the same $N$, because $\mu N$ is a constant on that sector. The constant $E_0$ diverges in the continuum theory and cancels from all correlation functions below.

### The propagator in time

Define

$$G(\mathbf x,\mathbf x';t-t')=-i\langle0|T\,\psi(x)\psi^\dagger(x')|0\rangle,\qquad S=-i\langle0|T\,\psi(x)\bar\psi(x')|0\rangle=G\gamma^0,\tag{10}$$

with the fermionic ordering $T\psi_a(x)\psi_b^\dagger(x')=\theta(t-t')\psi_a\psi_b^\dagger-\theta(t'-t)\psi_b^\dagger\psi_a$. The contraction of $\psi$ with $\bar\psi$ in Wick's theorem is $iS$. Set $t'=0$. In $\langle0|\psi\psi^\dagger|0\rangle$ the right-hand factor must create and the left-hand one annihilate, which leaves only $\langle a_na_k^\dagger\rangle=\delta_{nk}$. In $\langle0|\psi^\dagger\psi|0\rangle$ only $\langle b_kb_n^\dagger\rangle=\delta_{nk}$ remains. The minus sign of the ordering turns $-i$ into $+i$ in the second term:

$$G(t)=-i\theta(t)\sum\nolimits_+\varphi_n\varphi_n^\dagger e^{-i\varepsilon_n t}+i\theta(-t)\sum\nolimits_-\varphi_n\varphi_n^\dagger e^{-i\varepsilon_n t}.\tag{11}$$

This is (1) with $(A_n,B_n)=(-i,0)$ for empty levels and $(0,+i)$ for filled ones. An electron added at time $0$ propagates to later times through empty levels. The second term describes a hole, a positron for $\varepsilon_n<-1$, created at the earlier time $t$ at $\mathbf x$ and absorbed at time $0$ at $\mathbf x'$.

Let $P_\pm=\sum_\pm\varphi_n\varphi_n^\dagger$, so that $P_++P_-=1$ by (3). Then $G(0^+)=-iP_+$ and $G(0^-)=iP_-$, and the jump is $G(0^+)-G(0^-)=-i$. For $t\neq0$ each term of (11) is annihilated by $i\partial_t-h$. At $t=0$ the derivative of the step contributes $i\cdot(-i)\,\delta(t)$. Hence

$$(i\partial_t-h)\,G=\delta(t)\,\delta^3(\mathbf x-\mathbf x'),\qquad (i\gamma^\mu\partial_\mu-1-\gamma^0V)\,S=\delta^4(x-x').\tag{12}$$

The second form follows because the operator acting on $S$ is $\gamma^0(i\partial_t-h)$ by (2), and $\gamma^0\,\delta^4\,\gamma^0=\delta^4$. Equation (12) fixes only $A_n-B_n=-i$ in (1). It contains no information about $\mu$.

### Spectral sum and contour

Let $C(\mu)$ run from $-\infty-iy$ horizontally to $\mu-iy$, vertically through $\mu$ to $\mu+iy$, and horizontally to $+\infty+iy$, with any $y>0$. A level above $\mu$ lies below this contour and a level below $\mu$ lies above it. Consider

$$I_n(t)=\int_{C(\mu)}\frac{dE}{2\pi}\,\frac{e^{-iEt}}{E-\varepsilon_n},\qquad t\neq0 .\tag{13}$$

For $t>0$ add an arc of radius $R$ through the lower half-plane. On $E=Re^{-i\phi}$, $0\le\phi\le\pi$, the exponential has modulus $e^{-tR\sin\phi}$, while $|dE|/|E-\varepsilon_n|\le 2\,d\phi$ once $R\ge2|\varepsilon_n|$. With $\sin\phi\ge2\phi/\pi$ on $[0,\pi/2]$ one has $\int_0^\pi e^{-tR\sin\phi}d\phi\le\pi/(tR)$, which vanishes as $R\to\infty$ (Jordan's lemma). The short pieces that join the arc to the ends of $C(\mu)$ have length of order $y$ and integrand at most of order $e^{ty}/R$, and they vanish too. The closed path is clockwise and encloses what lies below $C(\mu)$, so a pole with $\varepsilon_n>\mu$ gives $-2\pi i\,e^{-i\varepsilon_nt}/2\pi$ and a pole with $\varepsilon_n<\mu$ gives nothing. For $t<0$ the arc goes through the upper half-plane, the path is counterclockwise, and the roles are exchanged:

$$I_n(t)=\begin{cases}-i\theta(t)\,e^{-i\varepsilon_nt},&\varepsilon_n>\mu,\\ +i\theta(-t)\,e^{-i\varepsilon_nt},&\varepsilon_n<\mu.\end{cases}\tag{14}$$

These are the factors in (11). Multiplying by $\gamma^0$ on the right,

$$S(x,x')=\int_{C(\mu)}\frac{dE}{2\pi}\,e^{-iE(t-t')}\sum_n\frac{\varphi_n(\mathbf x)\,\bar\varphi_n(\mathbf x')}{E-\varepsilon_n}=\int_{C(\mu)}\frac{dE}{2\pi}\,e^{-iE(t-t')}\,\langle\mathbf x|(E-h)^{-1}|\mathbf x'\rangle\,\gamma^0 .\tag{15}$$

The sum is the resolvent because applying $E-h$ to it returns the completeness sum in (3). The resolvent is analytic off the spectrum and independent of $\mu$, so the whole choice of vacuum resides in the contour. In infinite volume the poles with $|\varepsilon_n|>1$ merge into cuts along $(-\infty,-1]$ and $[1,\infty)$, for a potential that vanishes at infinity. The contour passes below the left cut and above the right one, and the bound levels remain poles.

The contour can be returned to the real axis if the poles are moved instead. Replace $\varepsilon_n$ by $\varepsilon_n(1-i\eta)$ with $\eta>0$. The pole has imaginary part $-\eta\varepsilon_n$, so positive levels move down and negative levels move up, as for $C(0)$. The residue argument gives, exactly in $\eta$,

$$\int_{-\infty}^{\infty}\frac{dE}{2\pi}\frac{e^{-iEt}}{E-\varepsilon_n(1-i\eta)}=\mp i\,\theta(\pm t)\,e^{-i\varepsilon_n t(1-i\eta)}\quad\text{for }\varepsilon_n\gtrless0 ,\tag{16}$$

which is (11) for $\mu=0$ with $t(1-i\eta)$ in the exponents, each term damped by $e^{-\eta|\varepsilon_nt|}$. The limit $\eta\to0^+$ is the form $1/[E-\varepsilon_n(1-i0)]$. For general $\mu$ the replacement is $\varepsilon_n\to\mu+(\varepsilon_n-\mu)(1-i0)$.

### What the contour separates

The derivation of (15) never used the sign of $\varepsilon_n$, only the sign of $\varepsilon_n-\mu$. The contour separates filled from empty levels, and the description in terms of positive and negative energies is the case $\mu=0$.

Within one gap $\mu$ is immaterial, since no pole is crossed when it moves. Let $\mu<\varepsilon_v<\mu'$ with no other level between. The contour $C(\mu')$ passes below $\varepsilon_v$ from left to right and $C(\mu)$ passes above it, so $C(\mu')-C(\mu)$ is a counterclockwise loop round $\varepsilon_v$, and for either sign of $t$

$$G_{\mu'}(t)-G_\mu(t)=+i\,\varphi_v\varphi_v^\dagger\,e^{-i\varepsilon_vt}.\tag{17}$$

In (11) this is the removal of $-i\varphi_v\varphi_v^\dagger e^{-i\varepsilon_vt}$ for $t>0$ and the addition of $+i\varphi_v\varphi_v^\dagger e^{-i\varepsilon_vt}$ for $t<0$. A degenerate level contributes all its states at once. A closed shell can thus be absorbed into a redefined vacuum by moving the crossing point, and a partly filled degenerate shell cannot be reached in this way, because no crossing point lies between its states. Such a state still has the form (7) and (11) if the filled modes are chosen one by one and each pole is passed on its own side, but it is then only one of several degenerate ground states of $H-\mu N$, with $\mu$ equal to the level. A contour above all poles gives $A_n=-i$, $B_n=0$ for every $n$. This is the retarded function $G_R=-i\theta(t)\langle\{\psi,\psi^\dagger\}\rangle$, which obeys (12) equally well, and from (11)

$$G_R(t)-G(t)=-i\sum\nolimits_-\varphi_n\varphi_n^\dagger e^{-i\varepsilon_nt}\quad\text{for all }t .\tag{18}$$

Switch on an attractive potential as $sV$, $0\le s\le1$, with $V\le0$. The Hellmann–Feynman theorem gives $d\varepsilon_n/ds=\langle\varphi_n|V|\varphi_n\rangle\le0$, so all levels move down, those of the negative branch stay at or below $-1$, and bound levels descend from $+1$. The state connected to the free vacuum keeps these bound levels empty, which in infinite volume requires $-1<\mu<\varepsilon_{\rm lowest}$ (in a finite system the lower end is the highest level of the negative branch). The choice $\mu=0$ meets this only while the lowest bound level is positive. Once it has crossed zero, the rule $\varepsilon_n(1-i0)$ counts it as filled and describes a state with more electrons. If the level reaches $-1$ (a supercritical potential) the window closes. Equation (15) still holds for $\mu$ in the gap that remains above $-1$, but it then describes a vacuum that has absorbed the level and carries its charge. The result also fails if $\mu$ is an eigenvalue, where (9) has a degenerate ground state and the contour hits a pole, and for time-dependent $V$, where (5) does not exist.

### Free limit

For $V=0$ and a plane wave of momentum $\mathbf p$, the anticommutation of $\alpha_i$ and $\beta$ gives $h^2=\mathbf p^2+1$, so $(E-h)^{-1}=(E+h)/(E^2-\mathbf p^2-1)$. Since $\gamma^0\gamma^i\gamma^0=-\gamma^i$ and $\beta\gamma^0=1$, one has $h\gamma^0=-\boldsymbol\gamma\cdot\mathbf p+1$, and

$$(E-h)^{-1}\gamma^0=\frac{\gamma^0E-\boldsymbol\gamma\cdot\mathbf p+1}{E^2-\mathbf p^2-1}.\tag{19}$$

To place the poles, write $[E-h(1-i\eta)]^{-1}=(1-i\eta)^{-1}(E'-h)^{-1}$ with $E'=E/(1-i\eta)$. Then $\operatorname{Im}E'^2=2\eta E^2/(1+\eta^2)^2$, which is positive for real $E\neq0$, and at $E=0$ the denominator does not vanish. The limit is the Feynman propagator $(\gamma^\mu p_\mu+1)/(p^2-1+i0)$. Conversely, $E^2-\varepsilon^2+i\delta$ vanishes at $E\simeq\pm(\varepsilon-i\delta/2\varepsilon)$ to first order in $\delta$. For $\mathbf p=(0.3,-0.4,1.2)$, $\varepsilon^2=2.69$ and $\delta=0.001$, the roots are $\pm(1.640122-0.000305\,i)$, with $0.001/(2\times1.640122)=0.000305$.

This part has written the bound-electron propagator as a contour integral of the resolvent, shown that the contour separates filled from empty levels, and recovered the Feynman propagator in the free limit. What remains is the rotation to the imaginary direction, with the charge density it gives, and two worked examples: a Dirac ring and an electron bound to a helium nucleus.

All numerical values are calculated from the stated model.
